\section*{Fourth-Root Growth of Grain-Boundary Penetration and Its First Correction}

\section{A hundredfold anneal, a threefold depth}

A tungsten tracer is held at fixed concentration on the surface of bcc tungsten at 1800 K and spreads down a single grain boundary. In a numerical solution of the diffusion model stated below, the depth at which the boundary concentration has fallen to $1/e$ of its surface value is $2.96\,\mu$m after 10 h and $9.41\,\mu$m after 1000 h (Whipple's exact solution of the same model gives 2.96 and $9.40\,\mu$m; the difference in the last digit is grid error). Ordinary diffusion would give a factor of 10 for this hundredfold increase in time. Here the factor is 3.18, which corresponds to a mean growth exponent of 0.2511. Two things need explaining: why the exponent is close to $1/4$, and why it is slightly larger.

The boundary is a straight, stationary slab of width $\delta$ and diffusivity $D_b$, normal to the surface $y=0$. The crystal on either side has diffusivity $D\ll D_b$. The solid starts empty, and the surface is held at concentration $c_0$. The slab is well mixed across its width. Since the solute is a tracer of the host, no segregation is assumed, and concentration is continuous between slab and crystal. Rough typical values for tungsten at this temperature are
\[
\delta=0.50\ \mathrm{nm},\qquad D_b=1.0\times10^{-14}\ \mathrm{m^2/s},\qquad D=5.0\times10^{-21}\ \mathrm{m^2/s}.
\]

\section{The balance}

Let $\ell$ be the penetration depth at time $t$. The concentration gradient along the boundary is about $c_0/\ell$, so the supply, per unit length of the boundary's trace on the surface, is $\delta D_b c_0/\ell$. Solute that has leaked sideways occupies a width of about $\sqrt{Dt}$. The lateral flux is therefore about $Dc_0/\sqrt{Dt}$ through each of two faces of depth $\ell$. Equating supply and leakage,
\begin{equation}
\frac{\delta D_b c_0}{\ell}=\frac{2\ell D c_0}{\sqrt{Dt}} .
\end{equation}
Multiplying by $\ell\sqrt{Dt}/(2Dc_0)$ and taking the root gives
\begin{equation}
\ell=\left(\frac{\delta D_b\sqrt{Dt}}{2D}\right)^{1/2}
=\left(\frac{\delta D_b}{2\sqrt D}\right)^{1/2}t^{1/4}.
\label{ell}
\end{equation}
The square of the depth is proportional to the lateral width, and that width grows as $t^{1/2}$; hence the fourth root.

At 100 h, $t=3.60\times10^5$ s and $\sqrt{Dt}=42.4$ nm, so
\[
\ell=\left(\frac{(5.0\times10^{-10})(1.0\times10^{-14})(4.243\times10^{-8})}{2(5.0\times10^{-21})}\right)^{1/2}\mathrm{m}
=4.61\,\mu\mathrm{m}.
\]

The role of the widening leakage zone shows when it is removed. Put a perfect sink at a fixed distance $w$ from each face. The lateral profile becomes linear, each face loses $Dc/w$, and the steady slab obeys $\delta D_b c''=2Dc/w$. Its solution decays over the constant depth $(\delta D_bw/2D)^{1/2}$. For $w=40$ nm this is $4.47\,\mu$m, and the numerical steady state gives the same value.

Equation (\ref{ell}) also says that, with the other quantities fixed, faster lattice diffusion makes the boundary penetration shallower: $\ell\propto D_b^{1/2}D^{-1/4}$. In the full model at 100 h, multiplying $D$ by 4 changes the depth by a factor 0.708, against $4^{-1/4}=0.707$. Multiplying $D_b$ by 4 doubles it.

\section{The leading-order profile}

The balance leaves a numerical factor open. To find it, neglect for now diffusion parallel to $y$ inside the crystal. With $x$ measured from a slab face, the equations are
\begin{align}
\partial_t c&=D\,\partial_x^2c \qquad (x>0),\\
\delta\,\partial_t c_b&=\delta D_b\,\partial_y^2c_b+2D\,\partial_xc\big|_{x=0}.
\end{align}
Take Laplace transforms in time, with variable $p$. As the crystal starts empty, $p\bar c=D\bar c_{xx}$, whose decaying solution is $\bar c=\bar c_b\,e^{-x\sqrt{p/D}}$. The leakage term is then $-2\sqrt{Dp}\,\bar c_b$, and the slab equation becomes
\begin{equation}
D_b\,\bar c_b''=\left(p+\frac{2\sqrt{Dp}}{\delta}\right)\bar c_b .
\label{slab}
\end{equation}
The first term in the bracket is storage in the slab, the second is leakage. Leakage dominates at small $p$, that is, at long times. Dropping storage and using $\bar c_b(0)=c_0/p$,
\begin{equation}
\bar c_b=\frac{c_0}{p}\exp\left[-y\left(\frac{2\sqrt{Dp}}{\delta D_b}\right)^{1/2}\right].
\end{equation}
Set $p=s/t$ in the inversion integral. Because $1/\ell^2=2\sqrt D/(\delta D_b\sqrt t)$, the exponent is $-\eta s^{1/4}$ with $\eta=y/\ell$, and
\begin{equation}
\frac{c_b}{c_0}=F(\eta)=\frac1{2\pi i}\int e^{s-\eta s^{1/4}}\frac{ds}{s}
=\sum_{k=0}^\infty\frac{(-\eta)^k}{k!\,\Gamma(1-k/4)} .
\label{F}
\end{equation}
The series follows from expanding $e^{-\eta s^{1/4}}$ and inverting each power of $s$. Terms with $k=4,8,\dots$ vanish, because $1/\Gamma$ is zero at $0,-1,\dots$. Time enters through $\ell$ alone, so at this order the depth at which the boundary has any given concentration grows as $t^{1/4}$.

Solving $F(\eta_1)=1/e$ gives $\eta_1=1.148$, a depth of $5.29\,\mu$m at 100 h. The full model gives $5.28\,\mu$m, so the simple estimate of $4.61\,\mu$m is about 13\% below it.

An intermediate approximation treats the boundary concentration as if it had been constant since $t=0$. Each face then loses $c\sqrt{D/(\pi t)}$, and $\delta D_bc''=2c\sqrt{D/(\pi t)}$ gives $c=c_0e^{-y/L}$ with $L=\pi^{1/4}\ell=1.331\,\ell=6.13\,\mu$m. This is too deep, for a definite reason. For a concentration that rises from zero, the true loss per face is
\[
\sqrt{\frac D\pi}\int_0^t\frac{\partial_{t'}c_b}{\sqrt{t-t'}}\,dt'\ \ge\ c_b(t)\sqrt{\frac{D}{\pi t}},
\]
since $\sqrt{t-t'}\le\sqrt t$. Recently arrived solute has a steeper lateral gradient, and the approximation misses this extra loss.

\section{The first correction}

Now restore storage in (\ref{slab}). Factoring out the leakage term,
\begin{equation}
p+\frac{2\sqrt{Dp}}\delta=\frac{2\sqrt{Dp}}\delta\left(1+\frac{\delta\sqrt p}{2\sqrt D}\right)
=\frac{2\sqrt{Dp}}\delta\,(1+\varepsilon\sqrt s),
\end{equation}
\begin{equation}
\varepsilon=\frac{\delta}{2\sqrt{Dt}}=\sqrt{\frac{t_s}{t}},\qquad t_s=\frac{\delta^2}{4D}=12.5\ \mathrm{s}.
\end{equation}
The factor $e^s$ confines the inversion integral to $s$ of order one, so for small $\varepsilon$ the square root may be expanded as $1+\varepsilon\sqrt s/2$. Then
\[
e^{-\eta s^{1/4}(1+\varepsilon\sqrt s/2)}\simeq e^{-\eta s^{1/4}}\left(1-\tfrac12\varepsilon\eta\,s^{3/4}\right).
\]
Three derivatives of (\ref{F}) with respect to $\eta$ bring down $-s^{3/4}$. Therefore
\begin{equation}
\frac{c_b}{c_0}=F(\eta)+\frac{\varepsilon\eta}{2}F'''(\eta)+O(\varepsilon^2).
\end{equation}
Let the $1/e$ point move to $\eta_1+\Delta$. To first order $F'(\eta_1)\Delta+\tfrac12\varepsilon\eta_1F'''(\eta_1)=0$, hence
\begin{equation}
\frac{\Delta}{\eta_1}=-\frac{\varepsilon}{2}\,\frac{F'''(\eta_1)}{F'(\eta_1)} .
\end{equation}

The derivatives come from the series, with $1/\Gamma(3/4)=0.8160$, $\Gamma(1/2)=\sqrt\pi$ and $1/\Gamma(1/4)=\Gamma(3/4)/(\pi\sqrt2)=0.276$:
\begin{align}
F'&=-\frac1{\Gamma(\frac34)}+\frac{\eta}{\sqrt\pi}-\frac{\eta^2}{2\Gamma(\frac14)}+\frac{\eta^4}{96\,\Gamma(\frac34)}-\frac{\eta^5}{240\sqrt\pi}+\frac{\eta^6}{960\,\Gamma(\frac14)}-\cdots\nonumber\\
&=-0.816+0.648-0.182+0.015-0.005+0.001=-0.339,\\
F'''&=-\frac1{\Gamma(\frac14)}+\frac{\eta^2}{8\Gamma(\frac34)}-\frac{\eta^3}{12\sqrt\pi}+\frac{\eta^4}{32\,\Gamma(\frac14)}-\frac{\eta^6}{2304\,\Gamma(\frac34)}+\cdots\nonumber\\
&=-0.276+0.135-0.071+0.015-0.001=-0.198.
\end{align}
The ratio is $0.198/(2\times0.339)=0.29$, so the $1/e$ depth is
\begin{equation}
y_{1/e}=1.148\,\ell\,(1-0.29\,\varepsilon).
\label{corr}
\end{equation}
Filling the slab uses some of the supply and makes the penetration shallower. This deficit fades as $t^{-1/2}$, so the depth grows slightly faster than $t^{1/4}$.

At 100 h, $\varepsilon=0.0059$. At 10 h and 1000 h it is $\sqrt{10}$ times larger and smaller, 0.0186 and 0.0019. The mean exponent between those times is
\[
\frac14+\frac{0.29\,(0.0186-0.0019)}{\ln100}=0.2500+0.0011=0.2511,
\]
the value found numerically. The exact solution of the model gives 0.25110, and storage alone accounts for 0.25106 of it.

Diffusion parallel to $y$ in the crystal was also dropped. Its size is governed by
\begin{equation}
\beta=\frac{\ell^2}{Dt}=\frac{\delta D_b}{2D\sqrt{Dt}},
\end{equation}
which is $1.18\times10^4$ at 100 h. Well below the surface, the ratio of $D\,\partial_y^2c$ to $\partial_tc$ is of order $Dt/\ell^2=1/\beta$. Near the surface, a strip of depth $h\sim\sqrt{Dt}$ is filled directly and takes little from the boundary. To size its effect, let the slab have no leakage for $y<h$ and obey $c''=\kappa^2c$ below, with $\kappa\sim1/\ell$. Then $c=c_0-gy$ in the strip and $c=Ac_0e^{-\kappa y}$ beneath it. Matching value and slope at $h$ gives
\[
A=\frac{e^{\kappa h}}{1+\kappa h}\simeq1+\frac{\kappa^2h^2}2,\qquad g=\frac{\kappa c_0}{1+\kappa h}.
\]
The deep profile changes by order $1/\beta$, about $10^{-4}$ here, while the storage correction is $0.29\,\varepsilon=0.0017$. Storage is thus the first correction as long as $\varepsilon\gg1/\beta$; in the exact solution the lattice term deepens the $1/e$ point by $0.72/\beta$, opposite in sign to storage. At 1000 h it is about a third of the storage correction, and the two become equal near 3000 h.

The supply at the mouth is more sensitive, falling by order $\kappa h\sim\sqrt{Dt}/\ell=0.9\%$. Leading order gives $-\delta D_b\,\partial_yc_b=\delta D_bc_0/[\ell\,\Gamma(3/4)]$, or $0.8160\times1.086\times10^{-18}=8.86\times10^{-19}\ \mathrm{m^2/s}$ per unit $c_0$. The full model gives $8.8\times10^{-19}\ \mathrm{m^2/s}$, lower by somewhat less than 1\%, in line with this order-of-magnitude estimate.

\section{Where the fourth root ends}

For $t\ll t_s$, storage dominates (\ref{slab}). Then $\bar c_b=(c_0/p)e^{-y\sqrt{p/D_b}}$, so $c_b=c_0\,\mathrm{erfc}[y/(2\sqrt{D_bt})]$ and the depth grows as $t^{1/2}$. Between 0.1 and 0.4 s the numerical exponent is about 0.47, already lowered by leakage. At such times $\sqrt{Dt}$ is below an atomic spacing, so this limit is a property of the continuum equations rather than a prediction for tungsten.

At the other end, $\beta$ falls as $t^{-1/2}$. Once it is well below one, direct diffusion through the crystal sets the depth and $t^{1/2}$ returns. A separate run with the same $\delta$, $D=10^{-16}\ \mathrm{m^2/s}$ and $D_b=2\times10^{-15}\ \mathrm{m^2/s}$ gave an exponent of 0.494 between 300 and 625 s, where $\beta$ had fallen to 0.020. In the tungsten example $\beta=1$ would need $1.4\times10^{10}$ h. Long before that, at $1.4\times10^6$ h, $\ell$ would equal the assumed grain size of $50\,\mu$m and the single straight boundary would no longer describe the solid. Neighbouring boundaries do not interact at 100 h, since $\sqrt{Dt}$ is 0.17\% of half a grain.

\section{The model beside real tungsten}

The diffusivities are rough, and boundaries differ. One with $D_b$ ten times lower has $\ell=1.46\,\mu$m instead of $4.61\,\mu$m. An anneal 20 K hotter raises $\ell$ by 3.6\%, taking rough activation energies of 4 eV for the boundary and 6 eV for the lattice.

One assumption that can fail is that the boundary stays still. In a polycrystal that is coarsening, boundaries move. A boundary moving at speed $v$ leaves solute behind at the rate $vc$ per unit area, while the profile carried ahead of it becomes steady once $t$ is many times $D/v^2$. Then $\delta D_bc''=vc$, and the depth is $(\delta D_b/v)^{1/2}$. A drift of $1\,\mu$m in 100 h means $v=2.78\times10^{-12}$ m/s and $D/v^2=648$ s. Well before 100 h the depth has therefore settled at only $1.34\,\mu$m, with no further growth. Migration matches the estimated lateral leakage when $v=2D/\sqrt{Dt}$, a drift $vt=2\sqrt{Dt}=85$ nm. The fourth-root law therefore needs boundaries pinned to well within that distance.

Dislocations that meet the boundary drain it too. Treat each as a pipe of radius $a=0.5$ nm with diffusivity $D_b$. At long times it leaks $2\pi Dc/\ln(R/a)$ per unit length, where $R=1.50\sqrt{Dt}$; this form was compared with a numerical Laplace inversion and agrees to 2\%. Balancing $\pi a^2D_bc''$ against the leakage gives a pipe penetration $\lambda=[a^2D_b\ln(R/a)/(2D)]^{1/2}=1.10\,\mu$m. For $10^{12}$ pipes per square metre of each face, the drain $10^{12}\,\mathrm{m^{-2}}\,\pi a^2D_bc/\lambda$ is 6.1\% of the estimated lateral leakage. As $\ell$ varies as the inverse square root of the leakage, the depth falls by roughly 3\%. This exceeds the storage correction in (\ref{corr}), which refines the ideal model and, at 100 h, is smaller than each of the changes in depth estimated in this section. The main values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough values for bcc tungsten)
temperature                       1800 K
boundary width delta              0.50 nm
boundary diffusivity Db           1.0e-14 m^2/s
lattice diffusivity D             5.0e-21 m^2/s
grain size                        50 um
anneal time                       100 h = 3.60e+05 s
ESTIMATE AND CHECKS
lateral width sqrt(Dt)            42.4 nm
estimated depth ell               4.61 um
supply = leakage, per c0          1.086e-18 m^2/s
full-model mouth supply, per c0   8.790e-19 m^2/s
mouth supply factor 1/Gamma(3/4)  0.8160
quasi-steady depth / ell          1.3313
similarity 1/e depth / ell        1.1484
quasi-steady depth                6.13 um
similarity 1/e depth              5.29 um
   10 h: estimate, full model    2.59, 2.96 um
  100 h: estimate, full model    4.61, 5.28 um
 1000 h: estimate, full model    8.19, 9.41 um
growth exponent, 10 to 1000 h     0.2511
growth exponent, 0.1 to 0.4 s     0.468
depth factor for 4 times D        0.708
depth factor for 4 times Db       2.000
fixed sink distance               40 nm
fixed sink: formula, numerical    4.47, 4.47 um
small-beta test: beta, exponent   0.020, 0.494
LIMITS
beta in the example               1.179e+04
slab storage time delta^2/(4D)    12.5 s
time when ell = grain size        1.39e+06 h
time when beta = 1                1.39e+10 h
NEGLECTED EFFECTS
depth if Db is 10 times lower     1.46 um
drift matching lateral leakage    84.9 nm
assumed drift in 100 h            1.0 um
drift speed                       2.78e-12 m/s
settling time D/v^2               648 s
depth for this moving boundary    1.34 um
dislocation density               1.0e+12 m^-2
pipe radius                       0.50 nm
pipe outer radius R / sqrt(Dt)    1.4986
pipe leakage: 1/ln(R/a), Laplace  0.2064, 0.2023
pipe penetration                  1.10 um
pipe drain / lateral leakage      6.1 %
depth change from pipes           -2.9 %
activation energies Qb, Q         4.0, 6.0 eV
depth change for +20 K            3.6 %
slab storage sqrt(t_store/t)      0.59 %
lattice width / depth ell         0.92 %
lattice width / half grain        0.17 %
\end{verbatim}
